# Why a non-uniform magnetic field leaves graphene's zeroth Landau level degenerate: a program that tests the result

```python
"""Zero modes of a Dirac electron in a non-uniform magnetic field.

Result under test: H = v sigma.(p + e A), charge -e, has the zero modes
    psi_B = f(x - i y) exp(-e phi/hbar),   laplacian(phi) = B,
whose number is fixed by the total flux N = Phi/(h/e) alone:
    plane, localized field: largest integer strictly below N (N > 0)
    torus, integer N > 0:   exactly N.
All other levels obey |E| >= v sqrt(2 e hbar B_min) when B >= B_min > 0.
Symbols: a = carbon-carbon distance, t = first-neighbour hopping,
t2 = second-neighbour hopping, l = sqrt(hbar/(e B0)) = magnetic length.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import svd, eigh, eigvalsh
from scipy.special import exp1

# ---------- Plane: two displaced Gaussian flux tubes, lengths in round units
tube_centres = np.array([[-1.0, 0.2], [1.0, -0.3]])
tube_width = 0.7


def scaled_potential(x, y, fluxes):
    """e phi / hbar for tube fluxes given in units of h/e."""
    total = 0.0
    for flux, (cx, cy) in zip(fluxes, tube_centres):
        r2 = (x - cx)**2 + (y - cy)**2
        total = total + flux*(0.5*np.log(r2)
                              + 0.5*exp1(r2/(2*tube_width**2)))
    return total


def scaled_vector_potential(x, y, fluxes):
    """e A / hbar from the flux enclosed by circles around each tube."""
    ax, ay = 0.0, 0.0
    for flux, (cx, cy) in zip(fluxes, tube_centres):
        dx, dy = x - cx, y - cy
        r2 = dx**2 + dy**2
        enclosed = flux*(1 - np.exp(-r2/(2*tube_width**2)))
        ax = ax - enclosed*dy/r2
        ay = ay + enclosed*dx/r2
    return ax, ay


def scaled_field(x, y, fluxes):
    """e B / hbar of the Gaussian tubes."""
    return sum(flux/tube_width**2
               * np.exp(-((x - cx)**2 + (y - cy)**2)/(2*tube_width**2))
               for flux, (cx, cy) in zip(fluxes, tube_centres))


rng = np.random.default_rng(4)
px, py = rng.uniform(-2.5, 2.5, (2, 60))
step = 1e-4


def gradient(func):
    return ((func(px + step, py) - func(px - step, py))/(2*step),
            (func(px, py + step) - func(px, py - step))/(2*step))


def dirac_residual(func, fluxes, sign):
    """Size of (Pi_x + i sign Pi_y) func / hbar relative to its parts."""
    gx, gy = gradient(func)
    ax, ay = scaled_vector_potential(px, py, fluxes)
    derivative = -1j*(gx + 1j*sign*gy)
    gauge = (ax + 1j*sign*ay)*func(px, py)
    scale = np.linalg.norm(derivative) + np.linalg.norm(gauge)
    return np.linalg.norm(derivative + gauge)/scale


test_fluxes = (5.2, -1.7)
curl = (gradient(lambda x, y: scaled_vector_potential(x, y, test_fluxes)[1])[0]
        - gradient(lambda x, y: scaled_vector_potential(x, y, test_fluxes)[0])[1])
assert np.allclose(curl, scaled_field(px, py, test_fluxes), atol=1e-5)

plane_residual = 0.0
for power in range(4):
    mode_b = lambda x, y: ((x - 1j*y)**power
                           * np.exp(-scaled_potential(x, y, test_fluxes)))
    mode_a = lambda x, y: ((x + 1j*y)**power
                           * np.exp(scaled_potential(x, y, test_fluxes)))
    plane_residual = max(plane_residual,
                         dirac_residual(mode_b, test_fluxes, -1),
                         dirac_residual(mode_a, test_fluxes, +1))
assert plane_residual < 1e-5
wrong_mode = lambda x, y: ((x + 1j*y)
                           * np.exp(-scaled_potential(x, y, test_fluxes)))
assert dirac_residual(wrong_mode, test_fluxes, -1) > 1e-2


def ring_norm(power, fluxes, sign, radius):
    """Norm of r^power exp(sign e phi/hbar) between radius and 2 radius."""
    nodes, weights = np.polynomial.legendre.leggauss(24)
    log_r = np.log(radius) + np.log(2)*(nodes + 1)/2
    r = np.exp(log_r)[:, None]
    angle = 2*np.pi*np.arange(64)/64
    density = r**(2*power)*np.exp(
        2*sign*scaled_potential(r*np.cos(angle), r*np.sin(angle), fluxes))
    return np.sum(weights[:, None]*density*r**2)*np.log(2)/2*2*np.pi/64


def count_normalizable(fluxes, sign):
    """Norm converges only if successive doubled rings shrink."""
    return sum(ring_norm(m, fluxes, sign, 2000.0)
               < 0.999*ring_norm(m, fluxes, sign, 1000.0) for m in range(10))


plane_cases = [(2.0, 1.5), (5.2, -1.7), (2.0, 1.0), (0.5, 0.3)]
plane_counts = []
for fluxes in plane_cases:
    found = count_normalizable(fluxes, -1)
    assert found == int(np.ceil(sum(fluxes))) - 1
    assert count_normalizable(fluxes, +1) == 0
    plane_counts.append(found)

# ---------- Torus: honeycomb tight binding, lengths in a, energies in t
cells, flux_quanta = 30, 6
lattice = np.array([[np.sqrt(3), 0.0], [np.sqrt(3)/2, 1.5]])
cell_area = np.linalg.det(lattice)
flux_per_cell = flux_quanta/cells**2
inverse_l2 = 2*np.pi*flux_per_cell/cell_area
waves = 2*np.pi*np.linalg.inv(lattice).T/cells
site_a, site_b = np.zeros(2), np.array([1/3, 1/3])
first_steps = np.array([[1, 1], [-2, 1], [1, -2]])/3
second_steps = np.array([[1, 0], [-1, 0], [0, 1], [0, -1], [1, -1], [-1, 1]])
cell_index = np.array([(i, j) for i in range(cells) for j in range(cells)])


def hopping_matrix(start, end, steps, modulation):
    """Sum of hops with straight-line magnetic phases on the flux torus."""
    matrix = np.zeros((cells**2, cells**2), complex)
    origin = cell_index + start
    for move in steps:
        target = origin + move
        phase = (2*np.pi*flux_per_cell*(origin[:, 0] + target[:, 0])/2
                 * move[1])
        middle, bond = (origin + move/2) @ lattice, move @ lattice
        for beta, g in zip(modulation, waves):
            phase = phase + (inverse_l2*beta*(g[0]*bond[1] - g[1]*bond[0])
                             / (g @ g)*np.sin(middle @ g)
                             * np.sinc(g @ bond/(2*np.pi)))
        target_cell = np.rint(target - end).astype(int)
        wraps = target_cell[:, 0]//cells
        phase = phase - 2*np.pi*flux_per_cell*cells*wraps*target[:, 1]
        folded = target_cell % cells
        column = folded[:, 0]*cells + folded[:, 1]
        matrix[np.arange(cells**2), column] += np.exp(1j*phase)
    return matrix


first_level = 1.5*np.sqrt(2*inverse_l2)
torus_fields = {"uniform": (0.0, 0.0), "modulated": (0.35, 0.25),
                "sign-changing": (0.8, 0.8)}
torus_levels, second_error = {}, 0.0
for name, modulation in torus_fields.items():
    bipartite = hopping_matrix(site_a, site_b, first_steps, modulation)
    _, singular, right = svd(bipartite)
    levels = singular[::-1]
    torus_levels[name] = levels
    assert levels[flux_quanta - 1] < 1e-3*levels[flux_quanta]
    assert levels[flux_quanta] > 0.1*first_level
    if name != "sign-changing":
        lowest_field = 1 - sum(modulation)
        # four per cent allows for lattice corrections of order (a/l)^2
        assert levels[flux_quanta] > 0.96*first_level*np.sqrt(lowest_field)
        zero_modes = right[-flux_quanta:].conj().T
        second = hopping_matrix(site_b, site_b, second_steps, modulation)
        assert np.allclose(second, second.conj().T)
        shift = eigvalsh(zero_modes.conj().T @ second @ zero_modes) + 3
        positions = (cell_index + site_b) @ lattice
        local_field = 1 + sum(beta*np.cos(positions @ g)
                              for beta, g in zip(modulation, waves))
        projected_field = eigvalsh(
            zero_modes.conj().T @ (local_field[:, None]*zero_modes))
        predicted = 2.25*inverse_l2*projected_field
        second_error = max(second_error, np.max(np.abs(shift/predicted - 1)))
assert second_error < 0.05
uniform_first = torus_levels["uniform"][flux_quanta:3*flux_quanta]
assert np.allclose(uniform_first, first_level, rtol=0.04)
modulated = torus_levels["modulated"]
modulated_spread = modulated[3*flux_quanta - 1] - modulated[flux_quanta]
assert modulated_spread > 1000*modulated[flux_quanta - 1]

# ---------- Worked example: graphene under ferromagnetic stripes
e, hbar, h = const.e, const.hbar, const.h
mean_field, field_wave, period = 5.0, 0.3, 200e-9
velocity, bond_length, second_hopping = 1.0e6, 0.142e-9, 0.1
permittivity, puddle_mev, temperature = 4.0, 5.0, 4.2
patch_area = 1e-12
mag_length = np.sqrt(hbar/(e*mean_field))
energy_unit = hbar*velocity/mag_length/e*1e3
beta, q = field_wave/mean_field, 2*np.pi*mag_length/period


def stripe_levels(centre, spacing):
    """Spectral-grid levels at one guiding centre, lengths in l."""
    half = int(round(8/spacing))
    index = np.arange(-half, half + 1)
    x = centre + index*spacing
    difference = index[:, None] - index[None, :]
    safe = np.where(difference == 0, 1, difference)
    kinetic = np.where(difference == 0, np.pi**2/3,
                       2.0*(-1.0)**np.abs(difference)/safe**2)/spacing**2
    momentum = x - centre + beta*(np.sin(q*x) - np.sin(q*centre))/q
    field = 1 + beta*np.cos(q*x)
    pi_squared = kinetic + np.diag(momentum**2)
    lower, vectors = eigh(pi_squared - np.diag(field))
    upper = eigvalsh(pi_squared + np.diag(field))
    assert abs(lower[0]) < 1e-9
    assert np.allclose(lower[1:4], upper[:3], rtol=1e-8)
    mean_b = np.sum(np.abs(vectors[:, 0])**2*field)
    return abs(lower[0]), upper[0], eigvalsh(pi_squared)[0], mean_b


centres = np.linspace(0, period/mag_length, 24, endpoint=False)
coarse = np.array([stripe_levels(c, 0.16) for c in centres])
fine = np.array([stripe_levels(c, 0.12) for c in centres])
zero_energy = energy_unit*np.sqrt(fine[:, 0].max())
first_band = energy_unit*np.sqrt(fine[:, 1])
scalar_band = energy_unit*np.sqrt(fine[:, 2])
grid_shift = np.max(np.abs(energy_unit*np.sqrt(coarse[:, 1]) - first_band))
assert grid_shift < 1e-6
gap_bound = energy_unit*np.sqrt(2*(1 - beta))
uniform_gap = energy_unit*np.sqrt(2)
assert first_band.min() >= gap_bound
assert np.ptp(first_band) > 1.0 and np.ptp(scalar_band) > 1.0
mode_field = mean_field*fine[:, 3]

patch_flux = mean_field*patch_area/(h/e)
patch_modes = int(np.ceil(patch_flux)) - 1
density_cm2 = 4*mean_field/(h/e)*1e-4
bohr_magneton = const.physical_constants["Bohr magneton"][0]
zeeman = 2*bohr_magneton*mode_field/e*1e3
second_shift = 2.25*bond_length**2*second_hopping*e*mode_field/hbar*1e3
coulomb = e/(4*np.pi*const.epsilon_0*permittivity*mag_length)*1e3
thermal = const.k*temperature/e*1e3

# ---------- Printed numbers
print("PLANE, two flux tubes (fluxes in h/e)")
print(f"largest relative Dirac residual: {plane_residual:.1e}")
for fluxes, found in zip(plane_cases, plane_counts):
    print(f"tubes {fluxes[0]:.1f} and {fluxes[1]:.1f}, total "
          f"{sum(fluxes):.1f}: zero modes {found}")
print("HONEYCOMB TORUS (energies in t)")
print(f"cells: {cells} x {cells}; flux quanta: {flux_quanta}")
print(f"magnetic length: {1/np.sqrt(inverse_l2):.2f} a")
print(f"continuum n=1 energy, uniform field: {first_level:.4f} t")
for name, modulation in torus_fields.items():
    levels = torus_levels[name]
    print(f"{name}: B/B0 from {1-sum(modulation):.2f} "
          f"to {1+sum(modulation):.2f}")
    print(f"  level {flux_quanta}: {levels[flux_quanta-1]:.1e} t; "
          f"level {flux_quanta+1}: {levels[flux_quanta]:.4f} t; "
          f"level {3*flux_quanta}: {levels[3*flux_quanta-1]:.4f} t")
print(f"largest error of second-neighbour formula: {100*second_error:.2f} %")
print("GRAPHENE UNDER MAGNETIC STRIPES")
print(f"mean field: {mean_field:.1f} T; modulation: {field_wave:.1f} T")
print(f"period: {period*1e9:.0f} nm; velocity: {velocity:.1e} m/s")
print(f"magnetic length: {mag_length*1e9:.2f} nm")
print(f"flux quantum h/e: {h/e:.4e} Wb")
print(f"flux through 1 um^2: {patch_flux:.2f} h/e")
print(f"zero modes of isolated 1 um^2 field patch: {patch_modes} "
      "per valley and spin")
print(f"zeroth-level density, 2 valleys x 2 spins: {density_cm2:.3e} cm^-2")
print(f"zeroth level, largest numerical |E|: {zero_energy:.1e} meV")
print(f"n=1 energy in uniform mean field: {uniform_gap:.2f} meV")
print(f"n=1 band: {first_band.min():.2f} to {first_band.max():.2f} meV")
print(f"n=1 band width: {np.ptp(first_band):.2f} meV")
print(f"lower bound on the gap: {gap_bound:.2f} meV")
print(f"v*sqrt(Pi^2), lowest band: {scalar_band.min():.2f} to "
      f"{scalar_band.max():.2f} meV")
print(f"largest n=1 shift on refining the grid: {grid_shift:.1e} meV")
print("NEGLECTED EFFECTS")
print(f"field averaged over zero modes: {mode_field.min():.3f} to "
      f"{mode_field.max():.3f} T")
print(f"Zeeman splitting (g=2): {zeeman.min():.3f} to {zeeman.max():.3f} meV")
print(f"second-neighbour hopping (input): {second_hopping:.1f} eV")
print(f"second-neighbour shift: {second_shift.min():.4f} to "
      f"{second_shift.max():.4f} meV")
print(f"Coulomb energy at l, permittivity {permittivity:.0f}: "
      f"{coulomb:.1f} meV")
print(f"charge-puddle potential (rough input): {puddle_mev:.0f} meV")
print(f"thermal energy at {temperature:.1f} K: {thermal:.3f} meV")
print(f"lattice correction scale (a/l)^2: {(bond_length/mag_length)**2:.1e}")
print("all good")
```

Output:

```
PLANE, two flux tubes (fluxes in h/e)
largest relative Dirac residual: 1.3e-08
tubes 2.0 and 1.5, total 3.5: zero modes 3
tubes 5.2 and -1.7, total 3.5: zero modes 3
tubes 2.0 and 1.0, total 3.0: zero modes 2
tubes 0.5 and 0.3, total 0.8: zero modes 0
HONEYCOMB TORUS (energies in t)
cells: 30 x 30; flux quanta: 6
magnetic length: 7.88 a
continuum n=1 energy, uniform field: 0.2694 t
uniform: B/B0 from 1.00 to 1.00
  level 6: 1.3e-15 t; level 7: 0.2677 t; level 18: 0.2677 t
modulated: B/B0 from 0.40 to 1.60
  level 6: 1.4e-15 t; level 7: 0.2223 t; level 18: 0.3134 t
sign-changing: B/B0 from -0.60 to 2.60
  level 6: 6.3e-11 t; level 7: 0.1516 t; level 18: 0.3291 t
largest error of second-neighbour formula: 1.91 %
GRAPHENE UNDER MAGNETIC STRIPES
mean field: 5.0 T; modulation: 0.3 T
period: 200 nm; velocity: 1.0e+06 m/s
magnetic length: 11.47 nm
flux quantum h/e: 4.1357e-15 Wb
flux through 1 um^2: 1208.99 h/e
zero modes of isolated 1 um^2 field patch: 1208 per valley and spin
zeroth-level density, 2 valleys x 2 spins: 4.836e+11 cm^-2
zeroth level, largest numerical |E|: 1.9e-05 meV
n=1 energy in uniform mean field: 81.13 meV
n=1 band: 78.74 to 83.46 meV
n=1 band width: 4.71 meV
lower bound on the gap: 78.66 meV
v*sqrt(Pi^2), lowest band: 55.68 to 59.01 meV
largest n=1 shift on refining the grid: 4.0e-12 meV
NEGLECTED EFFECTS
field averaged over zero modes: 4.710 to 5.291 T
Zeeman splitting (g=2): 0.545 to 0.613 meV
second-neighbour hopping (input): 0.1 eV
second-neighbour shift: 0.0325 to 0.0365 meV
Coulomb energy at l, permittivity 4: 31.4 meV
charge-puddle potential (rough input): 5 meV
thermal energy at 4.2 K: 0.362 meV
lattice correction scale (a/l)^2: 1.5e-04
all good
```
